# Zero-field doublets of the negative silicon vacancy in SiC under strain: verification in Python

```python
"""Zero-field levels of a spin-3/2 centre (negative silicon vacancy in SiC).

Result under test: H = D(Sz^2 - 5/4) + E(Sx^2 - Sy^2) has the levels
+Delta and -Delta, Delta = sqrt(D^2 + 3 E^2), each exactly twofold degenerate.
The same holds for every time-even spin Hamiltonian, with 3E^2 replaced by
3(E^2 + G^2 + F^2 + K^2), where G, F, K multiply SxSy+SySx, SxSz+SzSx, SySz+SzSy.
D: axial splitting parameter, E: transverse strain parameter,
b = g muB B / h: Zeeman frequency. All energies are divided by h, in MHz.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy import constants as const


def spin_matrices(s):
    """Sx, Sy, Sz in the basis m = s, s-1, ..., -s."""
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    lowering = raising.conj().T
    return (raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m).astype(complex)


def strain_hamiltonian(s, D, E, F=0.0):
    x, y, z = spin_matrices(s)
    one = np.eye(len(z))
    return (D * (z @ z - s * (s + 1) / 3 * one) + E * (x @ x - y @ y)
            + F * (x @ z + z @ x))


rng = np.random.default_rng(4)
Sx, Sy, Sz = spin_matrices(1.5)
spin = (Sx, Sy, Sz)
assert np.allclose(Sx @ Sy - Sy @ Sx, 1j * Sz)
assert np.allclose(sum(a @ a for a in spin), 3.75 * np.eye(4))

# Example inputs (rough typical values)
D = 35.0                     # MHz
g_factor = 2.00
coupling = 1000.0            # MHz per unit strain
eps_xx, eps_yy = 1.0e-3, -1.0e-3
E = coupling * (eps_xx - eps_yy)
stray_mT = 0.05
hyperfine = 9.0              # MHz, one neighbouring 29Si
temperature = 300.0          # K
abundance_si, abundance_c = 0.047, 0.011

# Axial Hamiltonian: levels and eigenstates
H_axial = strain_hamiltonian(1.5, D, 0)
axial_levels = np.linalg.eigvalsh(H_axial)
assert np.allclose(axial_levels, [-D, -D, D, D], atol=1e-10)
for column, energy in enumerate([D, -D, -D, D]):
    state = np.eye(4)[:, column]
    assert np.allclose(H_axial @ state, energy * state)

# Strained Hamiltonian: matrix element, levels, state weights
H = strain_hamiltonian(1.5, D, E)
levels, vectors = np.linalg.eigh(H)
Delta = np.sqrt(D**2 + 3 * E**2)
assert np.isclose(H[0, 2], np.sqrt(3) * E) and np.isclose(H[1, 3], np.sqrt(3) * E)
assert np.allclose(levels, [-Delta, -Delta, Delta, Delta], atol=1e-10)
upper_projector = vectors[:, 2:] @ vectors[:, 2:].conj().T
weight_main = upper_projector[0, 0].real
assert np.isclose(weight_main, (1 + D / Delta) / 2, atol=1e-12)
assert np.isclose(upper_projector[2, 2].real, 1 - weight_main, atol=1e-12)
gap = levels[2] - levels[1]
shift = gap - 2 * D
weak_shift = 3 * E**2 / D
expected_error = 3 * E**2 / (4 * D**2)     # next term of the expansion
assert abs((weak_shift / shift - 1) / expected_error - 1) < 0.05

# Symbolic proof that H^2 is a multiple of the identity for all five quadrupoles
r3 = sp.sqrt(3)
up = sp.Matrix([[0, r3, 0, 0], [0, 0, 2, 0], [0, 0, 0, r3], [0, 0, 0, 0]])
X, Y = (up + up.T) / 2, (up - up.T) / (2 * sp.I)
Z = sp.diag(sp.Rational(3, 2), sp.Rational(1, 2), -sp.Rational(1, 2), -sp.Rational(3, 2))
d, e, gg, f, k = sp.symbols("d e g f k", real=True)
general = (d * (Z * Z - sp.Rational(5, 4) * sp.eye(4)) + e * (X * X - Y * Y)
           + gg * (X * Y + Y * X) + f * (X * Z + Z * X) + k * (Y * Z + Z * Y))
difference = general * general - (d**2 + 3 * (e**2 + gg**2 + f**2 + k**2)) * sp.eye(4)
assert all(sp.expand(entry) == 0 for entry in difference)
assert sp.expand(general.trace()) == 0

# Time reversal T = U K, K = complex conjugation
U = expm(-1j * np.pi * Sy)
assert np.allclose(U @ U.conj(), -np.eye(4))
assert all(np.allclose(U @ a.conj() @ U.conj().T, -a) for a in spin)
assert np.allclose(U @ H.conj() @ U.conj().T, H)
psi = rng.normal(size=4) + 1j * rng.normal(size=4)
assert abs(np.vdot(psi, U @ psi.conj())) < 1e-12

# All time-even Hermitian operators are the identity plus five quadrupoles
def real_vector(a):
    return np.concatenate([a.real.ravel(), a.imag.ravel()])


even = []
for _ in range(40):
    a = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    a = a + a.conj().T
    a = (a + U @ a.conj() @ U.conj().T) / 2
    even.append(real_vector(a))
    w = np.linalg.eigvalsh(a)
    assert max(w[1] - w[0], w[3] - w[2]) < 1e-10
quadratic = [real_vector(spin[i] @ spin[j] + spin[j] @ spin[i])
             for i in range(3) for j in range(i, 3)]
even_dimension = np.linalg.matrix_rank(np.array(even), tol=1e-9)
assert even_dimension == 6
assert np.linalg.matrix_rank(np.array(quadratic), tol=1e-9) == 6
assert np.linalg.matrix_rank(np.array(even + quadratic), tol=1e-9) == 6

# Control: integer spin is split by the same strain term
x1, y1, z1 = spin_matrices(1.0)
U1 = expm(-1j * np.pi * y1)
assert np.allclose(U1 @ U1.conj(), np.eye(3))
levels_one = np.linalg.eigvalsh(strain_hamiltonian(1.0, D, E))
split_one = levels_one[2] - levels_one[1]
assert np.isclose(split_one, 2 * E)

# Control: magnetic field along the c axis
for b_test in (0.7, 20.0, 60.0):
    plus = np.sqrt((D + b_test)**2 + 3 * E**2)
    minus = np.sqrt((D - b_test)**2 + 3 * E**2)
    closed = np.sort([b_test / 2 + plus, b_test / 2 - plus,
                      -b_test / 2 + minus, -b_test / 2 - minus])
    assert np.allclose(np.linalg.eigvalsh(H + b_test * Sz), closed, atol=1e-9)
b_small = 1e-3
w = np.linalg.eigvalsh(H + b_small * Sz)
assert np.isclose((w[3] - w[2]) / b_small, 1 + 2 * D / Delta, atol=1e-5)
assert np.isclose((w[1] - w[0]) / b_small, abs(1 - 2 * D / Delta), atol=1e-5)
mu_B = const.physical_constants["Bohr magneton"][0]
b = g_factor * mu_B * stray_mT * 1e-3 / const.h / 1e6
field_levels = np.linalg.eigvalsh(H + b * Sz)

# Control: one nuclear spin 1/2 removes the protection, two restore it
nuclear = spin_matrices(0.5)
H_one = np.kron(H, np.eye(2)) + hyperfine * sum(
    np.kron(a, n) for a, n in zip(spin, nuclear))
one_levels = np.linalg.eigvalsh(H_one)
smallest_gap = np.min(np.diff(one_levels))
assert smallest_gap > 1e-3
H_two = np.kron(H, np.eye(4))
tensor_1 = hyperfine * np.eye(3) + rng.normal(size=(3, 3))
tensor_2 = 4.0 * np.eye(3) + rng.normal(size=(3, 3))
for i in range(3):
    for j in range(3):
        H_two = H_two + tensor_1[i, j] * np.kron(spin[i], np.kron(nuclear[j], np.eye(2)))
        H_two = H_two + tensor_2[i, j] * np.kron(spin[i], np.kron(np.eye(2), nuclear[j]))
two_levels = np.linalg.eigvalsh(H_two)
assert np.max(two_levels[1::2] - two_levels[::2]) < 1e-9

# Sizes of other neglected effects
delta_D = coupling * (eps_xx - eps_yy)     # uniaxial strain with the same difference
uniaxial = np.linalg.eigvalsh(strain_hamiltonian(1.5, D + delta_D, E))
with_F = np.linalg.eigvalsh(strain_hamiltonian(1.5, D, E, F=E))
assert max(with_F[1] - with_F[0], with_F[3] - with_F[2]) < 1e-10
spin_free = (1 - abundance_si)**12 * (1 - abundance_c)**4
contrast = np.tanh(const.h * gap * 1e6 / (2 * const.k * temperature))

print(f"Input D: {D:.1f} MHz")
print(f"Input g factor: {g_factor:.2f} (no unit)")
print(f"Input spin-strain coefficient: {coupling:.0f} MHz per unit strain")
print(f"Input strain eps_xx, eps_yy: {eps_xx:.4f}, {eps_yy:.4f} (no unit)")
print(f"Strain parameter E: {E:.3f} MHz")
print("Axial levels: " + ", ".join(f"{v:.3f}" for v in axial_levels) + " MHz")
print(f"Axial gap 2D: {axial_levels[2] - axial_levels[1]:.3f} MHz")
print(f"Off-diagonal element sqrt(3) E: {H[0, 2].real:.4f} MHz")
print("Strained levels: " + ", ".join(f"{v:.4f}" for v in levels) + " MHz")
print(f"Strained gap 2 Delta: {gap:.4f} MHz")
print(f"Strained gap in energy: {const.h * gap * 1e6 / const.e * 1e9:.1f} neV")
print(f"Gap shift by diagonalization: {shift:.4f} MHz")
print(f"Gap shift 3E^2/D: {weak_shift:.4f} MHz")
print(f"Upper doublet, weight on m = +-3/2: {weight_main:.5f} (no unit)")
print(f"Upper doublet, weight on m = -+1/2: {1 - weight_main:.5f} (no unit)")
print(f"Numerical splitting, lower doublet: {abs(levels[1] - levels[0]):.1e} MHz")
print(f"Numerical splitting, upper doublet: {abs(levels[3] - levels[2]):.1e} MHz")
print(f"Dimension of time-even operator space: {even_dimension} (no unit)")
print(f"Spin-1 control, splitting of upper pair: {split_one:.3f} MHz")
print(f"Stray field along c: {stray_mT:.3f} mT")
print(f"Zeeman frequency b: {b:.4f} MHz")
print(f"Stray-field splitting, upper doublet: {field_levels[3] - field_levels[2]:.4f} MHz")
print(f"Stray-field splitting, lower doublet: {field_levels[1] - field_levels[0]:.4f} MHz")
print(f"Uniaxial strain, assumed change of D: {delta_D:.3f} MHz")
print(f"Uniaxial strain, gap: {uniaxial[2] - uniaxial[1]:.4f} MHz")
print(f"Gap with added SxSz term, F = E: {with_F[2] - with_F[1]:.4f} MHz")
print(f"Input hyperfine coupling, one 29Si: {hyperfine:.1f} MHz")
print("Levels with one 29Si, lower four: "
      + ", ".join(f"{v:.3f}" for v in one_levels[:4]) + " MHz")
print("Levels with one 29Si, upper four: "
      + ", ".join(f"{v:.3f}" for v in one_levels[4:]) + " MHz")
print(f"Smallest gap with one 29Si: {smallest_gap:.4f} MHz")
print(f"Input abundance of 29Si, 13C: {100 * abundance_si:.1f}, {100 * abundance_c:.1f} percent")
print(f"Vacancies with no nuclear spin on 12 Si + 4 C sites: {100 * spin_free:.1f} percent")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal population contrast of the doublets: {contrast:.2e} (no unit)")
print("checks complete")
```

Running it gives:

```
Input D: 35.0 MHz
Input g factor: 2.00 (no unit)
Input spin-strain coefficient: 1000 MHz per unit strain
Input strain eps_xx, eps_yy: 0.0010, -0.0010 (no unit)
Strain parameter E: 2.000 MHz
Axial levels: -35.000, -35.000, 35.000, 35.000 MHz
Axial gap 2D: 70.000 MHz
Off-diagonal element sqrt(3) E: 3.4641 MHz
Strained levels: -35.1710, -35.1710, 35.1710, 35.1710 MHz
Strained gap 2 Delta: 70.3420 MHz
Strained gap in energy: 290.9 neV
Gap shift by diagonalization: 0.3420 MHz
Gap shift 3E^2/D: 0.3429 MHz
Upper doublet, weight on m = +-3/2: 0.99757 (no unit)
Upper doublet, weight on m = -+1/2: 0.00243 (no unit)
Numerical splitting, lower doublet: 0.0e+00 MHz
Numerical splitting, upper doublet: 0.0e+00 MHz
Dimension of time-even operator space: 6 (no unit)
Spin-1 control, splitting of upper pair: 4.000 MHz
Stray field along c: 0.050 mT
Zeeman frequency b: 1.3996 MHz
Stray-field splitting, upper doublet: 4.1852 MHz
Stray-field splitting, lower doublet: 1.3860 MHz
Uniaxial strain, assumed change of D: 2.000 MHz
Uniaxial strain, gap: 74.3236 MHz
Gap with added SxSz term, F = E: 70.6824 MHz
Input hyperfine coupling, one 29Si: 9.0 MHz
Levels with one 29Si, lower four: -46.386, -34.762, -33.056, -28.421 MHz
Levels with one 29Si, upper four: 28.556, 30.262, 41.886, 41.921 MHz
Smallest gap with one 29Si: 0.0349 MHz
Input abundance of 29Si, 13C: 4.7, 1.1 percent
Vacancies with no nuclear spin on 12 Si + 4 C sites: 53.7 percent
Temperature: 300 K
Thermal population contrast of the doublets: 5.63e-06 (no unit)
checks complete
```
